\section*{Why zero-point energy is not half the sum of the fundamentals}

\section*{Three candidates for one energy}

On one and the same computed potential surface of water, with the anharmonic levels taken to second order in perturbation theory, half the sum of the harmonic wavenumbers is $4745.4\ \mathrm{cm^{-1}}$, half the sum of the fundamentals is $4545.5\ \mathrm{cm^{-1}}$, and the zero-point energy is $4674.7\ \mathrm{cm^{-1}}$. The last number agrees with neither of the others. It lies $70.7\ \mathrm{cm^{-1}}$ below the first and $129.3\ \mathrm{cm^{-1}}$ above the second.

The belief at issue is that the second number should be the zero-point energy. It has a reasonable basis. For harmonic oscillators the zero-point energy is half the sum of the wavenumbers, and each wavenumber is also a fundamental, the transition from the ground state to one quantum in one mode. Real vibrations are anharmonic, but observed fundamentals already contain the anharmonicity. Putting them into the harmonic formula therefore seems to correct it.

The fundamentals do contain anharmonicity, but in the wrong amount. A fundamental is a difference between two levels, whereas the zero-point energy is the height of one level above the potential minimum. Second-order vibrational perturbation theory (VPT2) shows how differently the two respond.

\section*{The Hamiltonian and its orders}

Consider a nonrotating molecule ($J=0$) with one relevant minimum, whose potential energy is the zero of energy. All energies are divided by $hc$ and given in $\mathrm{cm^{-1}}$. Let $q_i$ be dimensionless normal coordinates and $p_i$ their momenta, with $[q_i,p_i]=\mathrm i$. For water, modes 1, 2 and 3 are the symmetric stretch, the bend and the antisymmetric stretch. The Hamiltonian needed is
\begin{align}
\mathcal H={}&\tfrac12\sum_i\omega_i(p_i^2+q_i^2)
+\tfrac16\sum_{ijk}\phi_{ijk}q_iq_jq_k
+\tfrac1{24}\sum_{ijkl}\phi_{ijkl}q_iq_jq_kq_l\nonumber\\
&+B_z\pi_z^2-\tfrac14\sum_\alpha B_\alpha .
\end{align}
The sums are unrestricted, so each $\phi$ is a plain derivative of the potential. The $B_\alpha$ are equilibrium rotational constants, and $\pi_z$ is the vibrational angular momentum. All displacements of a planar triatomic lie in its plane, so only the normal axis $z$ appears. The last constant comes from the quantum kinetic energy in normal coordinates.

If all nuclear masses are multiplied by $m$, then $\omega\propto m^{-1/2}$. Since $q$ is a displacement times $m^{1/4}$, cubic constants scale as $m^{-3/4}$ and quartic ones as $m^{-1}$, as do the $B_\alpha$. Thus $\phi_{ijk}^2/\omega$, $\phi_{ijkl}$ and $B_\alpha$ are all of order $m^{-1}$. VPT2 collects this order: the cubic terms enter through a second-order sum over states, the others as expectation values. The next corrections are of order $m^{-3/2}$.

\section*{The levels}

Write $n_i=v_i+\frac12$. In water $q_3$ changes sign under exchange of the hydrogens, so it occurs in the potential only in even powers, and $\phi_{123}=0$. The cubic terms are then of the types $\frac16\phi_{kkk}q_k^3$ and $\frac12\phi_{iik}q_i^2q_k$ with $i\ne k$. They connect a state to three kinds of others.

First, one quantum changes in mode $k$. The operator orderings that raise $v_k$ by one give $\langle v_k+1|q_k^3|v_k\rangle=3[(v_k+1)/2]^{3/2}$. Also $\langle v_k+1|q_k|v_k\rangle=[(v_k+1)/2]^{1/2}$ and $\langle q_i^2\rangle=n_i$. With $S_k=\frac12\sum_{i\neq k}\phi_{iik}n_i$, the squared element is
\[
\tfrac12 y\left(\tfrac14\phi_{kkk}y+S_k\right)^2,
\qquad y=v_k+1=n_k+\tfrac12 .
\]
The downward element has the same form with $y=v_k=n_k-\frac12$. The energy denominators are $-\omega_k$ upward and $+\omega_k$ downward, so the two expressions are subtracted. The differences of $y^3$, $y^2$ and $y$ are $3n_k^2+\frac14$, $2n_k$ and 1. Hence
\begin{equation}
E_A=-\sum_k\frac1{2\omega_k}\left[
\frac{\phi_{kkk}^2}{16}\left(3n_k^2+\tfrac14\right)
+\phi_{kkk}S_kn_k+S_k^2\right].
\end{equation}

Second, $q_k^3$ changes $v_k$ by three. Its squared upward element is $(v_k+1)(v_k+2)(v_k+3)/8$, and the downward one is $v_k(v_k-1)(v_k-2)/8$. Subtracting gives
\begin{align}
E_B&=-\sum_k\frac{\phi_{kkk}^2}{36\cdot8\cdot3\omega_k}
(9v_k^2+9v_k+6)\nonumber\\
&=-\sum_k\frac{\phi_{kkk}^2}{864\,\omega_k}
\left(9n_k^2+\tfrac{15}{4}\right).
\end{align}

Third, $q_i^2q_k$ changes $v_i$ by two and $v_k$ by one. Define $a_\pm=n_i^2\pm2n_i+\frac34$, which are $(v_i+1)(v_i+2)$ and $v_i(v_i-1)$, and $P_{ik}=4\omega_i^2-\omega_k^2$. The squared elements of $q_i^2$ are $a_\pm/4$, those of $q_k$ are $(n_k\pm\frac12)/2$, and the coefficient squared is $\phi_{iik}^2/4$. The four final states give
\begin{align}
&\frac{\phi_{iik}^2}{32}\left[
-a_+\left(\frac{n_k+\frac12}{2\omega_i+\omega_k}
+\frac{n_k-\frac12}{2\omega_i-\omega_k}\right)
+a_-\left(\frac{n_k+\frac12}{2\omega_i-\omega_k}
+\frac{n_k-\frac12}{2\omega_i+\omega_k}\right)\right]\nonumber\\
&=\frac{\phi_{iik}^2}{32P_{ik}}
\left[-a_+(4\omega_in_k-\omega_k)+a_-(4\omega_in_k+\omega_k)\right]\nonumber\\
&=\frac{\phi_{iik}^2}{32P_{ik}}
\left[-16\omega_in_in_k+\omega_k\left(2n_i^2+\tfrac32\right)\right].
\end{align}
The last line uses $a_+-a_-=4n_i$ and $a_++a_-=2n_i^2+\frac32$. When $2\omega_i$ approaches $\omega_k$ with $\phi_{iik}\neq0$, the expression fails for levels with $v_k\ge1$ or $v_i\ge2$, among them the fundamental of mode $k$. Such near-degenerate states must be treated together. The ground state is not affected: there $a_-=0$ and $n_k-\frac12=0$, and only $-\phi_{iik}^2/[16(2\omega_i+\omega_k)]$ remains. The constants collected below diverge separately at the resonance, but their poles cancel in the ground-state energy.

For the quartic terms, the squared norm of $q_i^2|v_i\rangle$ gives $\langle q_i^4\rangle=n_i^2+(a_++a_-)/4=\frac32n_i^2+\frac38$. Each pair term occurs six times in the unrestricted sum, giving $\frac14\phi_{iijj}n_in_j$.

For the angular momentum,
\[
\pi_z=\sum_{i<j}\zeta_{ij}\left(
\sqrt{\omega_j/\omega_i}\,q_ip_j-
\sqrt{\omega_i/\omega_j}\,q_jp_i\right),
\]
where $\zeta_{ij}$ is the $z$ component of the summed cross products of the normalized, mass-weighted displacements in modes $i$ and $j$. Here $\langle q^2\rangle=\langle p^2\rangle=n$, $\langle qp\rangle=\mathrm i/2$ and $\langle pq\rangle=-\mathrm i/2$. In the square of one pair, each of the two mixed products has expectation value $\frac14$ and enters with a minus sign. Products of different pairs are odd in some mode and average to zero. Therefore
\begin{equation}
\langle\pi_z^2\rangle=\sum_{i<j}\zeta_{ij}^2\left[
\left(\frac{\omega_i}{\omega_j}+\frac{\omega_j}{\omega_i}\right)n_in_j
-\frac12\right].
\end{equation}

Every contribution is a constant or a product of two $n$'s, so
\begin{equation}
E(v)=\chi_0+\sum_i\omega_in_i+\sum_{i\le j}x_{ij}n_in_j .
\label{levels}
\end{equation}
Collecting coefficients, with $k$ in $x_{ij}$ denoting the third mode, gives
\begin{align}
x_{ii}={}&\frac{\phi_{iiii}}{16}-\frac{5\phi_{iii}^2}{48\omega_i}
-\sum_{k\ne i}\phi_{iik}^2\left(\frac1{8\omega_k}
-\frac{\omega_k}{16P_{ik}}\right),\\
x_{ij}={}&\frac{\phi_{iijj}}4
-\frac{\phi_{iii}\phi_{ijj}}{4\omega_i}
-\frac{\phi_{jjj}\phi_{iij}}{4\omega_j}
-\frac{\phi_{iik}\phi_{jjk}}{4\omega_k}\nonumber\\
&-\frac{\phi_{iij}^2\omega_i}{2P_{ij}}
-\frac{\phi_{ijj}^2\omega_j}{2P_{ji}}
+B_z\zeta_{ij}^2\left(\frac{\omega_i}{\omega_j}
+\frac{\omega_j}{\omega_i}\right),\\
\chi_0={}&\sum_i\left(\frac{\phi_{iiii}}{64}
-\frac{7\phi_{iii}^2}{576\omega_i}\right)
+\sum_{i\ne k}\frac{3\phi_{iik}^2\omega_k}{64P_{ik}}\nonumber\\
&-\frac{B_z}{2}\sum_{i<j}\zeta_{ij}^2-\frac14\sum_\alpha B_\alpha .
\end{align}
For example, $\frac5{48}=\frac3{32}+\frac1{96}$ and $\frac7{576}=\frac1{128}+\frac5{1152}$, in each case from $E_A$ and $E_B$.

\section*{Where the harmonic recipe breaks}

Let $Z=E(0)$ be the zero-point energy, and define
\[
H=\tfrac12\sum_i\omega_i,\quad F=\tfrac12\sum_i\nu_i,\quad
D=\sum_ix_{ii},\quad O=\sum_{i<j}x_{ij}.
\]
In the ground state every $n_i$ is $\frac12$ and every product is $\frac14$, so
\begin{equation}
Z=H+\chi_0+\tfrac14(D+O).
\label{zpe}
\end{equation}

For the fundamental of mode $i$, $n_i$ rises from $\frac12$ to $\frac32$ while the others stay at $\frac12$. Its square rises by $\frac94-\frac14=2$, and each product $n_in_j$ rises by $\frac34-\frac14=\frac12$. The constant $\chi_0$ cancels:
\begin{equation}
\nu_i=\omega_i+2x_{ii}+\tfrac12\sum_{j\ne i}x_{ij}.
\end{equation}
When the fundamentals are added, each pair constant appears twice, once for each member. Thus $\sum_i\nu_i=2H+2D+O$, and
\begin{equation}
F=H+D+\tfrac12O .
\label{fund}
\end{equation}

Equations \eqref{zpe} and \eqref{fund} contain the refutation. Diagonal constants enter $F$ with four times their weight in $Z$, pair constants with twice their weight, and $\chi_0$ does not enter $F$ at all. The excited state samples more of the anharmonic potential than the ground state does, and the fundamental records that change. Subtracting the equations gives
\begin{equation}
Z-F=\chi_0-\tfrac34D-\tfrac14O .
\label{gap}
\end{equation}

The midpoint of $H$ and $F$ is $H+\frac12D+\frac14O$, so
\begin{equation}
Z=\tfrac12(H+F)+\chi_0-\tfrac14D .
\end{equation}
Averaging the two estimates removes the pair constants, but not the diagonal ones or $\chi_0$.

\section*{Water in numbers}

The surface was fitted to 55 frozen-core MP2/cc-pVDZ energies of $\mathrm{H_2{}^{16}O}$. The fit has a root-mean-square residual of $11\ \mathrm{cm^{-1}}$ over those points and misses three further energies by at most $3.4\ \mathrm{cm^{-1}}$. Its minimum has bond length $0.965$~\AA\ and angle $101.9^\circ$. The smallest resonance denominator of the cubic terms is $|2\omega_2-\omega_1|=502\ \mathrm{cm^{-1}}$. It couples the symmetric-stretch fundamental to the bend overtone, and the variational calculation described below puts that fundamental at $3674.6$ against $3674.7\ \mathrm{cm^{-1}}$ from VPT2, so this coupling does not spoil the expansion. Agreement that close is partly cancellation: the coupling element is about $70\ \mathrm{cm^{-1}}$, and treating the two states together instead of perturbatively moves the fundamental by about $1\ \mathrm{cm^{-1}}$. The mode results, in $\mathrm{cm^{-1}}$, are
\[
\begin{array}{lrrr}
&\omega_i&x_{ii}&\nu_i\\
\text{symmetric stretch}&3847.1&-42.18&3674.7\\
\text{bend}&1672.4&-12.89&1627.7\\
\text{antisymmetric stretch}&3971.4&-46.86&3788.5
\end{array}
\]
and $x_{12}=-17.69$, $x_{13}=-158.38$, $x_{23}=-20.06\ \mathrm{cm^{-1}}$. For the symmetric stretch, for instance,
\[
\nu_1=3847.1-2(42.18)-\tfrac12(17.69+158.38)
=3674.7\ \mathrm{cm^{-1}}.
\]

The sums are $D=-101.92$ and $O=-196.13\ \mathrm{cm^{-1}}$, with $\chi_0=3.78\ \mathrm{cm^{-1}}$. The small $\chi_0$ results from cancellation: the constant $-\frac14\sum_\alpha B_\alpha$ is $-12.45$, the term $-\frac{B_z}{2}\sum_{i<j}\zeta_{ij}^2$ is $-4.70$, and the terms from the potential total about $+20.9\ \mathrm{cm^{-1}}$. Therefore
\begin{align*}
Z-H&=3.78-\tfrac14(101.92+196.13)=-70.7\ \mathrm{cm^{-1}},\\
F-H&=-101.92-\tfrac12(196.13)=-200.0\ \mathrm{cm^{-1}},\\
Z-F&=3.78+\tfrac34(101.92)+\tfrac14(196.13)=129.3\ \mathrm{cm^{-1}}.
\end{align*}
These are the gaps between the three opening numbers. In molar units, $H$, $Z$ and $F$ are 56.77, 55.92 and $54.38\ \mathrm{kJ\,mol^{-1}}$. On this surface and at this order the belief makes the zero-point energy $1.55\ \mathrm{kJ\,mol^{-1}}$ too low.

The conclusion does not rest on perturbation theory alone. A variational calculation on the same surface, with the exact $J=0$ kinetic energy, gives $Z=4674.1$ and $F=4543.9\ \mathrm{cm^{-1}}$, a gap of $130.2\ \mathrm{cm^{-1}}$. The largest VPT2 error in a fundamental is for the bend, 1627.7 against $1625.0\ \mathrm{cm^{-1}}$.

A second check isolates the order treated here. With all masses multiplied by 64, second-order shifts fall by 64, but the next corrections fall by $64^{3/2}=512$. Multiplied back by 64, the variational shift $Z-H$ is $-70.80\ \mathrm{cm^{-1}}$, against $-70.73$ from VPT2. An omitted $\chi_0$ would have shown as a discrepancy of nearly $4\ \mathrm{cm^{-1}}$.

These comparisons test the vibrational theory on a given surface. The errors of MP2, the small basis, the fit and the Born--Oppenheimer approximation remain, so the values are not measurements. The digits quoted belong to the fitted surface. A quartic force field taken from small displacements at the same MP2/cc-pVDZ level has $\omega_1$ and $\omega_2$ about $5\ \mathrm{cm^{-1}}$ higher, $x_{22}\approx-15.5$, $x_{12}\approx-23$ and $\chi_0\approx2.8\ \mathrm{cm^{-1}}$. It gives $Z-H\approx-75$, $F-H\approx-209$ and $Z-F\approx134\ \mathrm{cm^{-1}}$ ($1.60\ \mathrm{kJ\,mol^{-1}}$), with $Z/H\approx0.984$ and $F/H\approx0.956$. Changing the basis to aug-cc-pVDZ lowers $H$, $Z$ and $F$ by about $70\ \mathrm{cm^{-1}}$ each but leaves $Z-F\approx136\ \mathrm{cm^{-1}}$. The ordering $F<Z<H$ and a gap of $130$--$136\ \mathrm{cm^{-1}}$ are therefore stable under these changes, whereas the last digits are not.

\section*{When the value lies between}

The position of $Z$ between the harmonic value and $F$ can be measured by
\begin{equation}
f=\frac{H-Z}{H-F},
\end{equation}
which is 0 at $H$ and 1 at $F$. For water $f=70.7/200.0=0.354$. Suppose $\chi_0$ is negligible and write $D=-d$, $O=-o$, with $d,o\ge0$ and not both zero. Then
\begin{equation}
f=\frac{d+o}{4d+2o},\qquad
f-\frac14=\frac{o}{2(4d+2o)},\qquad
\frac12-f=\frac{d}{4d+2o}.
\end{equation}
Both differences are nonnegative, so $\frac14\le f\le\frac12$. The lower limit belongs to purely diagonal anharmonicity, the upper to purely pairwise anharmonicity. In this regime $Z$ is never closer to $F$ than to $H$.

A one-dimensional Morse oscillator reaches the lower limit. Expanding $V=A(1-e^{-bq})^2$ gives $V=Ab^2q^2-Ab^3q^3+\frac7{12}Ab^4q^4+\cdots$. With $\omega=2Ab^2$, the derivatives are $\phi_3=-3\omega b$ and $\phi_4=7\omega b^2$. The potential part of $\chi_0$ is then $\frac7{64}\omega b^2-\frac{63}{576}\omega b^2=0$, so $f=\frac14$.

The ordering $F<Z<H$ is nevertheless not a theorem. It requires both
\begin{equation}
\chi_0+\tfrac14(D+O)<0,\qquad
\chi_0-\tfrac34D-\tfrac14O>0 .
\end{equation}
Water satisfies them. For a single one-dimensional mode without rotational terms, the formulas above reduce to
\begin{align}
F-H&=x=\frac{\phi_4}{16}-\frac{5\phi_3^2}{48\omega},\\
Z-H&=\chi_0+\frac x4
=\frac{\phi_4}{32}-\frac{11\phi_3^2}{288\omega},
\end{align}
because $\frac7{576}+\frac5{192}=\frac{22}{576}$. The first is negative for $\phi_4\omega/\phi_3^2<\frac53$ and the second positive for $\phi_4\omega/\phi_3^2>\frac{11}9$. Between these limits $Z$ lies above $H$ while $F$ lies below it.

Take $\omega=1000$, $\phi_3=100$ and $\phi_4=14.5\ \mathrm{cm^{-1}}$, for which the ratio is 1.45. VPT2 gives $Z-H=+0.071$ and $F-H=-0.135\ \mathrm{cm^{-1}}$, and direct diagonalization gives $+0.073$ and $-0.127\ \mathrm{cm^{-1}}$. The shifts are small because cubic and quartic effects nearly cancel, and that near-cancellation is what lets $\chi_0$ decide the order. With $\phi_3=0$ and $\phi_4>0$, by contrast, $Z$ is again between the other two, but in the reverse order $H<Z<F$.

\section*{Two targets, two scale factors}

A harmonic calculation can be corrected by one multiplicative factor. The factor that reproduces the zero-point energy is $\lambda_Z=Z/H$. The one that reproduces the sum of fundamentals is $\lambda_F=F/H$. Their difference is
\begin{equation}
\lambda_Z-\lambda_F=\frac{Z-F}{H},
\end{equation}
so they differ whenever \eqref{gap} is nonzero, even if the harmonic wavenumbers are perfect. For water,
\[
\lambda_Z=\frac{4674.7}{4745.4}=0.985,\qquad
\lambda_F=\frac{4545.5}{4745.4}=0.958 .
\]

A factor for fundamentals may instead minimize $\sum_i(\lambda\omega_i-\nu_i)^2$. Setting the derivative $2\sum_i\omega_i(\lambda\omega_i-\nu_i)$ to zero gives
\begin{equation}
\lambda_{\rm LS}=\frac{\sum_i\omega_i\nu_i}{\sum_i\omega_i^2}=0.956 .
\end{equation}
This weights each ratio $\nu_i/\omega_i$ by $\omega_i^2$, whereas $\lambda_F$ weights it by $\omega_i$. The bend, which has the largest ratio, therefore counts for less. Using $\lambda_{\rm LS}$ for the zero-point energy gives an error of $-137.5\ \mathrm{cm^{-1}}$, or $-1.65\ \mathrm{kJ\,mol^{-1}}$, relative to the VPT2 value.

Factors fitted to reference data also absorb errors of the electronic-structure method and depend on the molecules chosen. If a method multiplies every harmonic wavenumber by $c$ while the reference $Z$ and $\nu_i$ stay fixed, all three factors are divided by $c$. Their ratios are unchanged, so such an error cannot make one factor serve both purposes.

The distinction matters in a partition function whose energies are measured from the potential minimum. It contains $e^{-Z/(k_{\rm B}T/hc)}$. At $298.15$~K, $k_{\rm B}T/hc=207.2\ \mathrm{cm^{-1}}$, so replacing $Z$ by $F$ multiplies water's partition function by $e^{129.3/207.2}=1.87$. In an equilibrium constant the errors of reactants and products partly cancel if they have the same sign, and what remains is the stoichiometric difference of their $Z-F$. Populations relative to the ground state are another matter: there $Z$ cancels, and the fundamentals are the correct energies for the one-quantum states.

\section*{Table of computed values}
\begin{verbatim}
isotopic masses H, O: 1.007825, 15.994915 u
MP2 energies in fit: 55; coefficients: 22
fit rms: 11.43 cm^-1; held-out max: 3.40 cm^-1
equilibrium O-H length: 0.9649 angstrom
equilibrium angle: 101.90 degrees
rotational constants (x, y, normal): 25.486, 14.895, 9.401 cm^-1
sym. stretch: omega 3847.1, VPT2 nu 3674.7, variational nu 3674.6 cm^-1
bend: omega 1672.4, VPT2 nu 1627.7, variational nu 1625.0 cm^-1
antisym. stretch: omega 3971.4, VPT2 nu 3788.5, variational nu 3788.2 cm^-1
smallest cubic detuning: 502.3 cm^-1
x_11: -42.18 cm^-1
x_12: -17.69 cm^-1
x_13: -158.38 cm^-1
x_22: -12.89 cm^-1
x_23: -20.06 cm^-1
x_33: -46.86 cm^-1
D = sum x_ii: -101.92 cm^-1
O = sum x_ij, i<j: -196.13 cm^-1
chi0: 3.78 cm^-1
constant -sum(B)/4 inside chi0: -12.45 cm^-1
H, half sum of omega: 4745.4 cm^-1 = 56.77 kJ/mol
Z, VPT2 zero-point energy: 4674.7 cm^-1 = 55.92 kJ/mol
F, half sum of VPT2 nu: 4545.5 cm^-1 = 54.38 kJ/mol
Z - H: -70.7 cm^-1; F - H: -200.0 cm^-1
Z - F: 129.3 cm^-1; (H + F)/2: 4645.4 cm^-1
fraction (H-Z)/(H-F): 0.354
variational Z: 4674.1 cm^-1; variational F: 4543.9 cm^-1
variational basis change: 0.016 cm^-1
masses x 64: rescaled Z shift -70.80, VPT2 -70.73 cm^-1
masses x 64, sym. stretch: rescaled shift -172.40, VPT2 -172.39 cm^-1
masses x 64, bend: rescaled shift -44.99, VPT2 -44.65 cm^-1
masses x 64, antisym. stretch: rescaled shift -182.97, VPT2 -182.93 cm^-1
scale factor for Z: 0.9851
scale factor for fundamentals, F/H: 0.9579
scale factor for fundamentals, least squares: 0.9561
error of F as Z: -129.3 cm^-1 = -1.55 kJ/mol
error of least-squares factor used for Z: -137.5 cm^-1 = -1.65 kJ/mol
kT/hc at 298.15 K: 207.22 cm^-1
Boltzmann factor exp((Z-F)/kT): 1.866
one mode: omega 1000, phi3 100, phi4 14.50 cm^-1
one mode Z-H: diagonalized 0.0727, VPT2 0.0712 cm^-1
one mode F-H: diagonalized -0.1272, VPT2 -0.1354 cm^-1
\end{verbatim}
